\section*{Angular overlap levels along the trigonal twist of a tris-chelate}

\section{Result and range of validity}

Six equivalent donors surround a metal ion, three above and three below the plane perpendicular to the threefold axis. Every bond makes the acute angle $\theta$ with this axis. The twist angle $\phi$ is the azimuthal angle between the two donors of one chelate: $\phi=60^\circ$ with $\cos^2\theta=1/3$ is the regular octahedron, and $\phi=0$ is a trigonal prism. Define
\begin{equation}
\Delta=3e_\sigma-4e_\pi>0,\qquad S=\sin(3\phi/2).
\end{equation}
If $\theta$ keeps its octahedral value during the twist, the five $d$ levels are
\begin{align}
E(a_1)&=4e_\pi,\\
E_\pm(e)&=4e_\pi+\frac{\Delta}{2}\pm\frac{\Delta}{6}\sqrt{1+8S^2}.
\label{eq:main}
\end{align}
Each $e$ level is doubly degenerate. At the octahedron $S=1$, so the lower pair joins $a_1$ at $4e_\pi$ to form $t_{2g}$, and the upper pair is $e_g$ at $4e_\pi+\Delta$. At the prism $S=0$, and the levels are
\begin{equation}
a_1':\ 4e_\pi,\qquad e':\ 4e_\pi+\frac{\Delta}{3},\qquad
e'':\ 4e_\pi+\frac{2\Delta}{3}.
\end{equation}
Thus $t_{2g}\rightarrow a_1'+e'$ and $e_g\rightarrow e''$. This correlation depends on geometry: a sufficiently flattened prism has $e'$ above $e''$, and $e_g$ then leads to $e'$.

The model is first order and additive over donors. Each donor has one parameter $e_\sigma$ and a parameter $e_\pi$ that is the same for both directions perpendicular to the bond. Both stay constant during the twist. Positive $e_\pi$ describes a $\pi$ donor, negative $e_\pi$ a $\pi$ acceptor. Energies are measured from the $d$ level before these interactions. Delta-type overlap, $s$--$d$ mixing, bent bonds, spin--orbit coupling and changes in electron repulsion are left out.

\section{Amplitudes for one donor}

Take $z$ along the threefold axis and use the real angular functions
\begin{equation}
\begin{gathered}
d_{z^2}=\tfrac12(3z^2-1),\quad d_{xz}=\sqrt3\,xz,\quad d_{yz}=\sqrt3\,yz,\\
d_{x^2-y^2}=\tfrac{\sqrt3}{2}(x^2-y^2),\quad d_{xy}=\sqrt3\,xy
\end{gathered}
\end{equation}
on the unit sphere. They have equal norms. For a bond along the unit vector $\mathbf n$, the $d$ function of $\sigma$ type about that bond is
\begin{equation}
P_2(\mathbf n\cdot\mathbf r)=\sum_i d_i(\mathbf n)d_i(\mathbf r),
\end{equation}
by the addition theorem. The $\sigma$ amplitude of orbital $i$ is therefore $d_i(\mathbf n)$. Differentiating with respect to $\mathbf n$ along a perpendicular unit vector $\mathbf u$ gives $3(\mathbf n\cdot\mathbf r)(\mathbf u\cdot\mathbf r)$. The $\pi$ function of the same norm is $\sqrt3(\mathbf n\cdot\mathbf r)(\mathbf u\cdot\mathbf r)$, so its amplitudes are $1/\sqrt3$ times the derivatives of $d_i(\mathbf n)$.

Write $s=\sin\theta$, $c=\cos\theta$, and let $\alpha$ be the donor azimuth. The two $\pi$ directions are those of increasing $\theta$ and $\alpha$; their derivatives are $\partial_\theta$ and $s^{-1}\partial_\alpha$. This gives

\begin{center}
\begin{tabular}{lccc}
orbital & $\sigma$ & $\pi_\theta$ & $\pi_\alpha$\\
$z^2$ & $(3c^2-1)/2$ & $-\sqrt3sc$ & $0$\\
$xz$ & $\sqrt3sc\cos\alpha$ & $\cos2\theta\cos\alpha$ & $-c\sin\alpha$\\
$yz$ & $\sqrt3sc\sin\alpha$ & $\cos2\theta\sin\alpha$ & $c\cos\alpha$\\
$x^2-y^2$ & $\frac{\sqrt3}{2}s^2\cos2\alpha$ & $sc\cos2\alpha$ & $-s\sin2\alpha$\\
$xy$ & $\frac{\sqrt3}{2}s^2\sin2\alpha$ & $sc\sin2\alpha$ & $s\cos2\alpha$
\end{tabular}
\end{center}

If $A_{i\lambda}$ denotes an entry of this table, the matrix to be diagonalized is
\begin{equation}
V_{ij}=\sum_{\rm donors}\left[e_\sigma A_{i\sigma}A_{j\sigma}
+e_\pi\left(A_{i\theta}A_{j\theta}+A_{i\alpha}A_{j\alpha}\right)\right].
\end{equation}
The equal weights of the two $\pi$ terms make the result independent of how the perpendicular axes are chosen.

\section{Sum over the two triangles}

The upper azimuths are $\alpha_k=2\pi k/3+\phi/2$ with $k=0,1,2$. The lower ones are $2\pi k/3-\phi/2$, and there $c$ changes sign while $s$ and $\cos2\theta$ do not. For an integer $n$,
\begin{equation}
\sum_{k=0}^{2}e^{in\alpha_k}=
\begin{cases}
3e^{in\phi/2},& n\text{ divisible by }3,\\
0,&\text{otherwise}
\end{cases}
\label{eq:sum}
\end{equation}
for the upper triangle; $\phi$ is replaced by $-\phi$ for the lower one. Products of $d_{z^2}$ with the other orbitals contain $n=1$ or $2$ and vanish. Hence $d_{z^2}$ is the $a_1$ orbital.

In the diagonal elements of the other orbitals, $\cos^2$ and $\sin^2$ average to $1/2$, because their oscillating parts have $n=2$ or $4$. Six donors times this half give a factor of three:
\begin{align}
E(a_1)&=6\left[\tfrac14(3c^2-1)^2e_\sigma+3s^2c^2e_\pi\right]\nonumber\\
&=\tfrac32(3c^2-1)^2e_\sigma+18s^2c^2e_\pi,\label{eq:a1}\\
V_{11}&=3\left[3s^2c^2e_\sigma+(\cos^22\theta+c^2)e_\pi\right]\nonumber\\
&=9s^2c^2e_\sigma+3(\cos^22\theta+c^2)e_\pi,\label{eq:v11}\\
V_{22}&=3\left[\tfrac34s^4e_\sigma+(s^2c^2+s^2)e_\pi\right]\nonumber\\
&=\tfrac94s^4e_\sigma+3s^2(1+c^2)e_\pi.\label{eq:v22}
\end{align}
Here $V_{11}$ belongs to $xz$ and $yz$ (angular momentum $m=\pm1$ about $z$), and $V_{22}$ to $x^2-y^2$ and $xy$ ($m=\pm2$). None of these elements contains $\phi$.

The twist enters through the coupling of $xz$ with $xy$. One upper donor contributes
\begin{equation}
\begin{aligned}
&\tfrac32s^3c\,e_\sigma\cos\alpha\sin2\alpha\\
&+sc\,e_\pi\left(\cos2\theta\cos\alpha\sin2\alpha
-\sin\alpha\cos2\alpha\right).
\end{aligned}
\end{equation}
Use $\cos\alpha\sin2\alpha=(\sin3\alpha+\sin\alpha)/2$ and $\sin\alpha\cos2\alpha=(\sin3\alpha-\sin\alpha)/2$. The $\sin\alpha$ terms cancel in the triangle, and $\sum\sin3\alpha_k=3S$. With $\cos2\theta-1=-2s^2$, the upper triangle gives
\begin{equation}
\frac{3S}{2}\left(\frac32s^3c\,e_\sigma-2s^3c\,e_\pi\right)
=\frac34s^3c\,\Delta S.
\end{equation}
In the lower triangle both $c$ and $S$ change sign, so its contribution is equal and
\begin{equation}
V_{12}=\frac32s^3c\,\Delta S.
\label{eq:v12}
\end{equation}
The coupling of $yz$ with $x^2-y^2$ has the same value: exchanging the two trigonometric products leaves their $\sin3\alpha$ parts unchanged. The couplings $xz$ with $x^2-y^2$ and $yz$ with $xy$ contain $c\cos3\alpha$. Here the cosine is equal in the two triangles while $c$ is opposite, and the sum vanishes. The couplings of $xz$ with $yz$ and of $x^2-y^2$ with $xy$ contain only $\sin2\alpha$ and $\sin4\alpha$, respectively, and vanish within each triangle by Eq.~\eqref{eq:sum}. The pairs $(xz,xy)$ and $(yz,x^2-y^2)$ therefore have the same matrix,
\begin{equation}
\begin{pmatrix}V_{11}&V_{12}\\V_{12}&V_{22}\end{pmatrix},
\end{equation}
which explains the double degeneracy.

\section{Levels, composition and correlation}

The eigenvalues for any $\theta$ are
\begin{equation}
\begin{gathered}
E_\pm=\frac{V_{11}+V_{22}}2\pm R,\\
R=\sqrt{\left(\frac{V_{11}-V_{22}}2\right)^2+V_{12}^2}.
\end{gathered}
\label{eq:general}
\end{equation}
At the octahedral angle, $c^2=1/3$, $s^2=2/3$, $\cos2\theta=-1/3$ and $s^3c=2\sqrt2/9$. Therefore
\begin{align}
V_{11}&=2e_\sigma+\tfrac43e_\pi=4e_\pi+\tfrac23\Delta,\\
V_{22}&=e_\sigma+\tfrac83e_\pi=4e_\pi+\tfrac13\Delta,\\
V_{12}&=\tfrac{\sqrt2}{3}\Delta S.
\end{align}
Their mean is $4e_\pi+\Delta/2$, and
\begin{equation}
R=\sqrt{\frac{\Delta^2}{36}+\frac{2\Delta^2S^2}{9}}
=\frac{\Delta}{6}\sqrt{1+8S^2},
\end{equation}
which proves Eq.~\eqref{eq:main}. Equation~\eqref{eq:a1} gives $E(a_1)=4e_\pi$, since its $\sigma$ part vanishes and $18s^2c^2=4$.

The weight of $xz,yz$ in the upper pair follows from the eigenvector of the two-by-two matrix:
\begin{equation}
w_1=\frac12\left(1+\frac{V_{11}-V_{22}}{2R}\right)
=\frac12\left(1+\frac1{\sqrt{1+8S^2}}\right),
\label{eq:weight}
\end{equation}
where the last form holds at the octahedral $\theta$. It rises from $2/3$ at the octahedron to $1$ at the prism.

At the prism, reflection in the horizontal plane changes the sign of $xz,yz$ but not of the other three orbitals. This identifies $xz,yz$ as $e''$ and $x^2-y^2,xy$ as $e'$, and it forbids their coupling. At an intermediate twist this reflection is absent; both pairs have species $e$ of $D_3$ and mix. For $0<\phi\le60^\circ$ and $0<\theta<90^\circ$, Eq.~\eqref{eq:v12} is nonzero, so $R>0$ and the pairs cannot cross. The octahedral $e_g$ pair must lead to the higher pair at the prism.

\subsection{Small departures from the two ends}

Keep $\theta$ octahedral and put $\delta=\pi/3-\phi$ in radians. Then $S=\cos(3\delta/2)$, so $S^2\simeq1-9\delta^2/4$ and $\sqrt{1+8S^2}\simeq3-3\delta^2$. To second order,
\begin{equation}
E_-\simeq4e_\pi+\frac{\Delta\delta^2}{2},\qquad
E_+\simeq4e_\pi+\Delta-\frac{\Delta\delta^2}{2}.
\end{equation}
Near the prism, $S^2\simeq9\phi^2/4$, and hence
\begin{equation}
E_+-E_-\simeq\frac{\Delta}{3}+3\Delta\phi^2 .
\end{equation}
This second expansion requires $18\phi^2\ll1$, with $\phi$ in radians.

\subsection{When the prism order reverses}

Let $x=c^2$. Subtracting Eq.~\eqref{eq:v22} from Eq.~\eqref{eq:v11} gives
\begin{align}
V_{11}-V_{22}&=\left[9x(1-x)-\tfrac94(1-x)^2\right]e_\sigma\nonumber\\
&\quad+3\left[(2x-1)^2+x-(1-x^2)\right]e_\pi\nonumber\\
&=\tfrac94(1-x)(5x-1)e_\sigma+3x(5x-3)e_\pi.
\label{eq:order}
\end{align}
A positive value puts $e''$ above $e'$. Without $\pi$ interaction the sign changes at $\cos^2\theta=1/5$, or $\theta=63.4^\circ$. For larger $\theta$, the donors lie closer to the equatorial plane and $e'$ is the higher pair.

\section{A chelate with a rigid bite}

A fixed bite angle $\beta$ makes $\theta$ depend on $\phi$. The scalar product of the two bond vectors of one chelate is
\begin{equation}
\cos\beta=s^2\cos\phi-c^2=s^2(1+\cos\phi)-1.
\end{equation}
Applying $1+\cos u=2\cos^2(u/2)$ to both angles gives
\begin{equation}
\sin\theta=\frac{\cos(\beta/2)}{\cos(\phi/2)}.
\label{eq:bite}
\end{equation}
A solution requires $\beta\ge\phi$. With $\beta=90^\circ$, the regular octahedron leads to a prism with $\theta=45^\circ$. The prism that keeps the octahedral $\theta$ needs $\cos\beta=1/3$, or $\beta=70.5^\circ$. Fixed $\theta$ and fixed bite are thus different paths, and Eqs.~\eqref{eq:a1} and \eqref{eq:general} must be used for the second.

The first effect of a rigid $90^\circ$ bite can be found by varying $\theta$ at the octahedron. From Eq.~\eqref{eq:a1},
\begin{equation}
\frac{\partial E(a_1)}{\partial\theta}
=36sc(c^2-s^2)e_\pi=-4\sqrt2\,e_\pi .
\end{equation}
The sum of all five energies is constant, because each donor contributes $e_\sigma+2e_\pi$ to the trace. This alone does not fix the slope of the lower $e$ pair. To first order, that slope is the expectation value of the differentiated matrix in the octahedral eigenvector, so take the lower eigenvector $(1,-\sqrt2)/\sqrt3$ in the basis $(xz,xy)$. The derivatives needed are
\begin{align}
\partial_\theta V_{11}&=-2\sqrt2\,e_\sigma+\tfrac{2\sqrt2}{3}e_\pi,\\
\partial_\theta V_{22}&=2\sqrt2\,e_\sigma+\tfrac{4\sqrt2}{3}e_\pi,\\
\partial_\theta V_{12}&=\tfrac32\Delta(3s^2c^2-s^4)=\tfrac13\Delta.
\end{align}
Its slope is
\begin{equation}
\frac{\partial_\theta V_{11}+2\partial_\theta V_{22}
-2\sqrt2\,\partial_\theta V_{12}}3=2\sqrt2\,e_\pi .
\end{equation}
Differentiating Eq.~\eqref{eq:bite} gives $\cot\theta\,d\theta=\frac12\tan(\phi/2)\,d\phi$, hence $d\theta=d\phi/\sqrt6=-d\delta/\sqrt6$ at the octahedron. The initial splitting is
\begin{equation}
E_- -E(a_1)\simeq6\sqrt2\,e_\pi\left(-\frac{\delta}{\sqrt6}\right)
=-2\sqrt3\,e_\pi\delta .
\end{equation}
For an isotropic $\pi$ donor the lower $e$ pair therefore first falls below $a_1$. The sign rests on the isotropy: with separate parameters perpendicular to and in the chelate plane, the initial splitting is $(2\sqrt3\,e_{\pi\perp}-4\sqrt3\,e_{\pi\parallel})\delta$, so a chelate that donates only perpendicular to its plane gives the opposite order. The two levels have different symmetry in $D_3$ and may cross later.

\section{Worked example}

Take the round model parameters $e_\sigma=7000\ \mathrm{cm^{-1}}$ and $e_\pi=500\ \mathrm{cm^{-1}}$. Then $\Delta=21000-2000=19000\ \mathrm{cm^{-1}}$, or $2.36$ eV. At fixed octahedral $\theta$ and $\phi=30^\circ$, $S^2=1/2$, so
\begin{equation}
E_\pm=2000+9500\pm\frac{19000}{6}\sqrt5\ \mathrm{cm^{-1}},
\end{equation}
which gives $4419$ and $18581\ \mathrm{cm^{-1}}$. The $xz,yz$ weight of the upper pair is $0.724$. At the prism, $a_1'$, $e'$ and $e''$ lie at $2000$, $8333$ and $14667\ \mathrm{cm^{-1}}$ ($0.248$, $1.033$ and $1.818$ eV).

For a rigid $90^\circ$ bite, the prism has $s^2=c^2=1/2$ and
\begin{align}
E(a_1')&=\tfrac38e_\sigma+\tfrac92e_\pi=4875\ \mathrm{cm^{-1}},\\
E(e')&=\tfrac9{16}e_\sigma+\tfrac94e_\pi=5062.5\ \mathrm{cm^{-1}},\\
E(e'')&=\tfrac94e_\sigma+\tfrac32e_\pi=16500\ \mathrm{cm^{-1}}.
\end{align}
On the way, the lower $e$ pair lies as much as $467\ \mathrm{cm^{-1}}$ below $a_1$, near $\phi=38^\circ$, and crosses it at $13.4^\circ$. The final separation of $a_1'$ and $e'$ is less than $200\ \mathrm{cm^{-1}}$; interactions omitted here could reverse that order.

With these parameters the two prism pairs meet at $\theta=62.7^\circ$, where the bite is $54.5^\circ$. At $\theta=70^\circ$, $e'$ lies at $13760$ and $e''$ at $7563\ \mathrm{cm^{-1}}$. Following the $e_g$ pair continuously to this prism ends in $e'$, as the non-crossing argument requires. On that path the bite shrinks from $90^\circ$ to $40^\circ$. A rigid bite reaches $\phi=60^\circ$ only if $\beta\ge60^\circ$; its prism then has $\theta=90^\circ-\beta/2\le60^\circ$, and with these parameters $e''$ stays above $e'$.

\subsection{Orbital-energy costs}

At fixed octahedral $\theta$, the move to the prism raises two orbitals by $\Delta/3$ and lowers two by $\Delta/3$. For high-spin $d^3$, two electrons are raised, costing $2\Delta/3=12667\ \mathrm{cm^{-1}}$. For low-spin $d^6$, four are raised, costing $4\Delta/3=25333\ \mathrm{cm^{-1}}$. For $d^8$, four are raised and two lowered, again costing $2\Delta/3$. High-spin $d^5$ has no cost, because the sum of the orbital energies is constant. The other costs depend on the path: with the rigid $90^\circ$ bite, the prism levels above give $9000$, $18000$ and $9000\ \mathrm{cm^{-1}}$ for $d^3$, low-spin $d^6$ and $d^8$. These are differences in orbital energy between end points; ligand strain, donor repulsion and electron repulsion also enter an activation barrier.

\section{Use of the formulas}

For each geometry, obtain $\theta$ from Eq.~\eqref{eq:bite} if the bite is fixed, then evaluate Eqs.~\eqref{eq:a1}--\eqref{eq:v22}, \eqref{eq:v12} and \eqref{eq:general}. Label $a_1$ by its $d_{z^2}$ character, since sorting by energy fails at a crossing. At the prism, label the pairs by reflection parity. Reversing the handedness of the twist changes the sign of $V_{12}$ but leaves the energies unchanged.

If a chelate needs different $\pi$ parameters in and perpendicular to the ligand plane, the isotropic sum used here no longer applies. The two $\pi$ amplitudes must then be referred to the ligand plane, whose orientation about each bond changes during the twist, and weighted separately. The numerical output lists the levels along both paths.

\section*{Computed values}
\begin{verbatim}
e_sigma = 7000 cm^-1; e_pi = 500 cm^-1
Delta = 19000 cm^-1 = 2.3557 eV
Octahedral theta = 54.736 deg
Sum of five orbital energies = 48000.0 cm^-1
Fixed theta: phi/deg, a1, lower e, upper e (cm^-1), upper m=1 weight
 60    2000.0    2000.0   21000.0 0.6667
 45    2000.0    2639.9   20360.1 0.6787
 30    2000.0    4419.1   18580.9 0.7236
 15    2000.0    6833.5   16166.5 0.8393
  0    2000.0    8333.3   14666.7 1.0000
Fixed-theta prism a1', e', e'' = 0.2480, 1.0332, 1.8184 eV
Octahedron V11, V22, V12 = 14666.7, 8333.3, 8956.7 cm^-1
Bite of prism at octahedral theta = 70.529 deg
Rigid 90 deg bite: phi/deg, theta/deg, a1, lower e, upper e (cm^-1)
 60  54.736    2000.0    2000.0   21000.0
 45  49.940    2801.9    2390.6   20208.4
 30  47.059    3854.4    3454.6   18618.2
 15  45.497    4608.4    4567.5   17128.3
  0  45.000    4875.0    5062.5   16500.0
Rigid-bite a1/lower-e crossings inside path: 1
  crossing at phi = 13.380 deg, energy = 4662.4 cm^-1
Most negative lower-e minus a1 = -467.4 cm^-1 at phi = 38.1 deg
Critical prism theta = 62.734 deg, bite = 54.531 deg
Critical prism theta without pi = 63.435 deg, bite = 53.130 deg
Flattened prism theta = 70.0 deg: a1', e', e'' = 5353.2, 13760.2, 7563.2 cm^-1
Final m=1 weight of followed eg: regular 1.000, flattened 0.000
Orbital-energy cost, octahedron to prism at fixed theta:
  high-spin d3: 12666.7 cm^-1 = 0.6667 Delta
  high-spin d5: -0.0 cm^-1 = -0.0000 Delta
  low-spin d6: 25333.3 cm^-1 = 1.3333 Delta
  d8: 12666.7 cm^-1 = 0.6667 Delta
\end{verbatim}
